**Electron repopulation and the shear constant of n-type silicon**

The program tests $\delta C'=-(\Xi_u^2/6)(\partial n/\partial\mu)_T$, where $C'=(C_{11}-C_{12})/2$, $\Xi_u$ is the uniaxial deformation potential, $n$ the electron density in all six valleys and $\mu$ the chemical potential. It integrates anisotropic valleys in k space, solves for $\mu$ at fixed $n$, and differentiates the free energy numerically with respect to strain. It asserts agreement with a separate density-of-states integral at three densities, and with the Boltzmann and degenerate limits. Further assertions cover $C_{11}$, $C_{12}$, $C_{44}$ and the bulk modulus, the energy balance of valley transfer, constant-entropy strain, the temperature coefficient, the end of softening at large strain, and population relaxation. For rough silicon parameters at $10^{20}$ cm$^{-3}$ and 300 K, the output gives $\delta C'=-3.8$ GPa, or $-7.7\%$ of an undoped value of 50 GPa. It also sizes neglected effects; the largest of those sized is unscreened exchange, a deliberately strong estimate that would increase the softening by about 22%.

## Numerical check

```python
"""
Softening of silicon's tetragonal shear constant by electron repopulation.

Result under test:  dC' = -(Xu^2 / 6) * (dn/dmu at fixed T),
where C' = (C11 - C12)/2, Xu is the uniaxial deformation potential,
n is the electron density in all six valleys, and mu is the chemical potential.
A valley on axis i shifts by Xd*trace(strain) + Xu*strain_ii.

The independent side integrates anisotropic valleys in k space, finds mu at
fixed n, and differentiates the free energy with respect to strain.
The formula side uses a one-dimensional density-of-states integral.
Internal units: eV, nm, K.  Elastic constants are printed in GPa.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn

# Physical constants and unit conversions
KB = const.k / const.e
H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
TO_GPA = const.e * 1e18
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9

# Rough typical silicon parameters
MASS_L, MASS_T = 0.92, 0.19
XU, XD = 9.0, 1.0
BARE_SHEAR = 50.0
NONPARABOLIC = 0.5
PERMITTIVITY = 11.7
INTERBAND_GAP = 4.0
LATTICE_NM = 0.543
RELAX_TIME = 1e-12
FREQUENCY = 1e9
TEMP = 300.0
DENSITY = 0.1             # nm^-3, equal to 1e20 cm^-3
MASS_D = (MASS_L * MASS_T**2)**(1 / 3)

nodes, node_weights = np.polynomial.legendre.leggauss(200)
nodes = (nodes + 1) / 2
node_weights = node_weights / 2


@lru_cache(maxsize=12)
def k_grid(temp):
    """Energies and weights for one pair of valleys, including spin."""
    cutoff = 0.4 + 36 * KB * temp
    max_par = np.sqrt(cutoff * MASS_L / H2M)
    max_perp = np.sqrt(cutoff * MASS_T / H2M)
    par, perp = max_par * nodes[:, None], max_perp * nodes[None, :]
    energy = H2M * (par**2 / MASS_L + perp**2 / MASS_T)
    weight = (4 * 2 * 2 * np.pi * perp / (2 * np.pi)**3
              * max_par * node_weights[:, None]
              * max_perp * node_weights[None, :])
    return energy.ravel(), weight.ravel()


def pair_density(mu, temp):
    energy, weight = k_grid(temp)
    return np.sum(weight * expit((mu - energy) / (KB * temp)))


def pair_log_sum(mu, temp):
    energy, weight = k_grid(temp)
    return KB * temp * np.sum(
        weight * np.logaddexp(0, (mu - energy) / (KB * temp)))


def equilibrium(strain, temp, density):
    """Return free energy, internal energy, mu, populations and shifts."""
    strain = np.asarray(strain, float)
    axes = np.eye(3)
    shifts = np.array([XD * np.trace(strain) + XU * a @ strain @ a
                       for a in axes])
    mu = brentq(lambda m: sum(pair_density(m - s, temp) for s in shifts)
                - density, -1.0, 0.5, xtol=1e-15, rtol=1e-14)
    populations = np.array([pair_density(mu - s, temp) for s in shifts])
    free = mu * density - sum(pair_log_sum(mu - s, temp) for s in shifts)
    energy, weight = k_grid(temp)
    internal = sum(np.sum(weight * (energy + s)
                          * expit((mu - s - energy) / (KB * temp)))
                   for s in shifts)
    return free, internal, mu, populations, shifts


def curvature(direction, temp, density, base=0.0, step=5e-5):
    direction = np.asarray(direction, float)
    values = [equilibrium((base + j * step) * direction, temp, density)[0]
              for j in (-1, 0, 1)]
    return (values[0] - 2 * values[1] + values[2]) / step**2


def dos_response(density, temp, alpha=0.0):
    """dn/dmu from the isotropic density-of-states integral at fixed n."""
    kt = KB * temp
    root_energy = np.linspace(0, np.sqrt(0.5 + 40 * kt), 4001)
    spacing = root_energy[1]
    energy = root_energy**2
    dos = (6 / (2 * np.pi**2) * (MASS_D / H2M)**1.5
           * np.sqrt(energy * (1 + alpha * energy))
           * (1 + 2 * alpha * energy))
    weight = dos * 2 * root_energy * spacing
    mu = brentq(lambda m: np.sum(weight * expit((m - energy) / kt))
                - density, -1.0, 0.5, xtol=1e-14)
    occ = expit((mu - energy) / kt)
    return np.sum(weight * occ * (1 - occ)) / kt


def shear_formula(density, temp):
    return -XU**2 * dos_response(density, temp) / 6


def fermi_energy(density):
    return H2M / MASS_D * (3 * np.pi**2 * density / 6)**(2 / 3)


TETRAGONAL = np.diag([-0.5, -0.5, 1.0])
ORTHORHOMBIC = np.diag([1.0, -1.0, 0.0])

# Shear softening, by two different strains and at several densities
for density in (0.01, 0.03, DENSITY):
    direct = curvature(TETRAGONAL, TEMP, density) / 3
    assert abs(direct / shear_formula(density, TEMP) - 1) < 5e-4
direct_shear = curvature(TETRAGONAL, TEMP, DENSITY) / 3
other_shear = curvature(ORTHORHOMBIC, TEMP, DENSITY) / 4
assert abs(other_shear / direct_shear - 1) < 5e-4

# Components of the electronic elastic tensor
c11 = curvature(np.diag([1, 0, 0]), TEMP, DENSITY)
c12 = curvature(np.diag([1, 1, 0]), TEMP, DENSITY) / 2 - c11
c44 = curvature([[0, .5, 0], [.5, 0, 0], [0, 0, 0]], TEMP, DENSITY)
bulk = curvature(np.eye(3), TEMP, DENSITY) / 9
assert abs(c11 / direct_shear - 4 / 3) < 2e-3
assert abs(c12 / direct_shear + 2 / 3) < 2e-3
assert max(abs(c44), abs(bulk)) < 1e-4 * abs(direct_shear)

# Boltzmann and degenerate limits
dilute = 1e-5
dilute_direct = curvature(TETRAGONAL, TEMP, dilute) / 3
assert abs(dilute_direct / (-dilute * XU**2 / (6 * KB * TEMP)) - 1) < 2e-3
for density in (0.05, DENSITY):
    cold_direct = curvature(TETRAGONAL, 40.0, density) / 3
    cold_limit = -density * XU**2 / (4 * fermi_energy(density))
    assert abs(cold_direct / cold_limit - 1) < 0.01

# Energy balance of valley transfer
example_strain = 1e-3
unstrained = equilibrium(np.zeros((3, 3)), TEMP, DENSITY)
strained = equilibrium(example_strain * ORTHORHOMBIC, TEMP, DENSITY)
free_change = strained[0] - unstrained[0]
populations, shifts = strained[3], strained[4]
equal = np.full(3, DENSITY / 3)


def pair_free_energy(population):
    mu = brentq(lambda m: pair_density(m, TEMP) - population,
                -1.0, 0.5, xtol=1e-14)
    return mu * population - pair_log_sum(mu, TEMP)


def constrained_free(fraction):
    trial = equal + fraction * (populations - equal)
    return sum(pair_free_energy(p) for p in trial) + shifts @ trial


shift_gain = shifts @ (populations - equal)
valley_cost = (sum(pair_free_energy(p) for p in populations)
               - 3 * pair_free_energy(DENSITY / 3))
assert abs(valley_cost / shift_gain + 0.5) < 0.01
assert abs((shift_gain + valley_cost) / free_change - 1) < 1e-6
assert constrained_free(1) < min(constrained_free(f) for f in (0, .8, 1.2))
assert abs(strained[2] - unstrained[2]) < 0.03 * XU * example_strain

# Internal energy at fixed temperature; Boltzmann ratio must approach two
small = 2e-4 * ORTHORHOMBIC
for density in (dilute, DENSITY):
    start = equilibrium(np.zeros((3, 3)), TEMP, density)
    end = equilibrium(small, TEMP, density)
    ratio = (end[1] - start[1]) / (end[0] - start[0])
    slope = (shear_formula(density, TEMP + 1)
             - shear_formula(density, TEMP - 1)) / 2
    expected = 1 - TEMP * slope / shear_formula(density, TEMP)
    assert abs(ratio / expected - 1) < 0.01
    if density == dilute:
        assert abs(ratio - 2) < 0.02
internal_change = strained[1] - unstrained[1]

# Fixed-entropy strain using the electrons' own heat capacity
entropy = (unstrained[1] - unstrained[0]) / TEMP


def entropy_error(temp):
    state = equilibrium(example_strain * ORTHORHOMBIC, temp, DENSITY)
    return (state[1] - state[0]) / temp - entropy


adiabatic_temp = brentq(entropy_error, TEMP - 5, TEMP + 20, xtol=1e-8)
adiabatic = equilibrium(example_strain * ORTHORHOMBIC,
                        adiabatic_temp, DENSITY)
assert abs((adiabatic[1] - unstrained[1]) / free_change - 1) < 0.01


def temperature_coefficient(density):
    return (shear_formula(density, TEMP + 5)
            - shear_formula(density, TEMP - 5)) / 10 * TO_GPA / BARE_SHEAR


for density in (0.01, 0.03, DENSITY):
    direct_slope = (curvature(TETRAGONAL, TEMP + 5, density)
                    - curvature(TETRAGONAL, TEMP - 5, density)) / 30
    direct_tc = direct_slope * TO_GPA / BARE_SHEAR
    assert direct_tc > 0
    assert abs(direct_tc / temperature_coefficient(density) - 1) < 0.02

# Softening ends when compression has emptied the upper valleys
full_strain = 3**(2 / 3) * fermi_energy(DENSITY) / (1.5 * XU)
cold_zero = curvature(TETRAGONAL, 40.0, DENSITY)
cold_partial = curvature(TETRAGONAL, 40.0, DENSITY, -0.7 * full_strain)
cold_full = curvature(TETRAGONAL, 40.0, DENSITY, -1.3 * full_strain)
assert cold_partial / cold_zero > 0.5
assert abs(cold_full / cold_zero) < 0.01

# Population relaxation under a periodic drive
test_omega_tau = 0.7
phase = np.linspace(40 * np.pi, 42 * np.pi, 1001)
relaxed = solve_ivp(lambda t, y: (np.cos(t) - y) / test_omega_tau,
                    (0, phase[-1]), [0], t_eval=phase,
                    rtol=1e-8, atol=1e-10).y[0]
in_phase = 2 * np.mean(relaxed[:-1] * np.cos(phase[:-1]))
assert abs(in_phase - 1 / (1 + test_omega_tau**2)) < 1e-5

# Exchange scale from the exchange-hole integral
hole_integral = quad(lambda x: spherical_jn(1, x)**2 / x,
                     0, 200, limit=500)[0]
valley_density = DENSITY / 6
coupling = COULOMB / PERMITTIVITY


def exchange_energy(density):
    k_fermi = (3 * np.pi**2 * density)**(1 / 3)
    return -9 * np.pi * coupling * density**2 * hole_integral / k_fermi**2


dn = 1e-3 * valley_density
exchange_numeric = (exchange_energy(valley_density + dn)
                    - 2 * exchange_energy(valley_density)
                    + exchange_energy(valley_density - dn)) / dn**2
exchange_kernel = (-(3 / np.pi)**(1 / 3) * coupling
                   * valley_density**(-2 / 3) / 3)
assert abs(exchange_numeric / exchange_kernel - 1) < 1e-3

response = dos_response(DENSITY, TEMP)
exchange_change = 1 / (1 + response * exchange_kernel / 6) - 1
band_change = dos_response(DENSITY, TEMP, NONPARABOLIC) / response - 1
interband_scale = 2 * DENSITY / (INTERBAND_GAP * response)
donor_fraction = DENSITY * LATTICE_NM**3 / 8
bohr_radius = PERMITTIVITY / MASS_D * BOHR_NM
omega_tau = 2 * np.pi * FREQUENCY * RELAX_TIME

print("INPUTS: rough typical n-type silicon values")
print(f"Temperature: {TEMP:.0f} K")
print(f"Main electron density: {DENSITY * 1e21:.1e} cm^-3")
print(f"Longitudinal mass: {MASS_L:.2f} electron masses")
print(f"Transverse mass: {MASS_T:.2f} electron masses")
print(f"Uniaxial deformation potential: {XU:.1f} eV")
print(f"Dilation deformation potential: {XD:.1f} eV")
print(f"Undoped C': {BARE_SHEAR:.1f} GPa")
print("INTERMEDIATE VALUES at main density")
print(f"Density-of-states mass: {MASS_D:.4f} electron masses")
print(f"Thermal energy: {KB * TEMP:.5f} eV")
print(f"Zero-temperature Fermi energy: {fermi_energy(DENSITY):.4f} eV")
print(f"dn/dmu: {response * 1e21:.3e} cm^-3 eV^-1")
print("SOFTENING at 300 K")
for density in (0.01, 0.03, DENSITY):
    change = shear_formula(density, TEMP) * TO_GPA
    boltz = -density * XU**2 / (6 * KB * TEMP) * TO_GPA
    fermi = -density * XU**2 / (4 * fermi_energy(density)) * TO_GPA
    print(f"n = {density * 1e21:.1e} cm^-3: dC' = {change:.3f} GPa")
    print(f"  relative change: {100 * change / BARE_SHEAR:.2f} %")
    print(f"  Boltzmann formula: {boltz:.3f} GPa")
    print(f"  zero-temperature formula: {fermi:.3f} GPa")
    print(f"  electronic temperature coefficient: "
          f"{1e6 * temperature_coefficient(density):.1f} ppm/K")
print("MAIN DENSITY: direct free-energy derivatives")
print(f"dC': {direct_shear * TO_GPA:.3f} GPa")
print(f"dC11: {c11 * TO_GPA:.3f} GPa")
print(f"dC12: {c12 * TO_GPA:.3f} GPa")
print(f"Strain diag(e,-e,0), e: {100 * example_strain:.2f} %")
print(f"Largest valley shift: {1000 * max(shifts):.2f} meV")
print(f"Electrons transferred: "
      f"{100 * (max(populations) - DENSITY / 3) / DENSITY:.2f} % of n")
print(f"Shift gain: {1000 * shift_gain / DENSITY:.4f} meV/electron")
print(f"Valley cost: {1000 * valley_cost / DENSITY:.4f} meV/electron")
print(f"Free-energy change: {1000 * free_change / DENSITY:.4f} meV/electron")
print(f"Internal-energy change at fixed T: "
      f"{1000 * internal_change / DENSITY:.4f} meV/electron")
print(f"Full-transfer compression at T=0: {100 * full_strain:.2f} %")
print("NEGLECTED-EFFECT SCALES at main density")
print(f"Nonparabolicity ({NONPARABOLIC:.1f} eV^-1): "
      f"{100 * band_change:+.1f} % of dC'")
print(f"Bare exchange (permittivity {PERMITTIVITY:.1f}): "
      f"{100 * exchange_change:+.1f} % of dC'")
print(f"Quadratic shifts ({INTERBAND_GAP:.1f} eV gap): "
      f"{100 * interband_scale:.1f} % of dC', sign open")
print(f"Donor atom fraction: {100 * donor_fraction:.2f} %")
print(f"n^(1/3) times donor Bohr radius: {DENSITY**(1/3) * bohr_radius:.2f}")
print(f"Intervalley time: {RELAX_TIME * 1e12:.1f} ps")
print(f"omega*tau at {FREQUENCY / 1e9:.1f} GHz: {omega_tau:.4f}")
print("success")
```

Printed output:

```
INPUTS: rough typical n-type silicon values
Temperature: 300 K
Main electron density: 1.0e+20 cm^-3
Longitudinal mass: 0.92 electron masses
Transverse mass: 0.19 electron masses
Uniaxial deformation potential: 9.0 eV
Dilation deformation potential: 1.0 eV
Undoped C': 50.0 GPa
INTERMEDIATE VALUES at main density
Density-of-states mass: 0.3214 electron masses
Thermal energy: 0.02585 eV
Zero-temperature Fermi energy: 0.0740 eV
dn/dmu: 1.778e+21 cm^-3 eV^-1
SOFTENING at 300 K
n = 1.0e+19 cm^-3: dC' = -0.742 GPa
  relative change: -1.48 %
  Boltzmann formula: -0.837 GPa
  zero-temperature formula: -2.035 GPa
  electronic temperature coefficient: 41.2 ppm/K
n = 3.0e+19 cm^-3: dC' = -1.825 GPa
  relative change: -3.65 %
  Boltzmann formula: -2.510 GPa
  zero-temperature formula: -2.934 GPa
  electronic temperature coefficient: 73.3 ppm/K
n = 1.0e+20 cm^-3: dC' = -3.845 GPa
  relative change: -7.69 %
  Boltzmann formula: -8.367 GPa
  zero-temperature formula: -4.383 GPa
  electronic temperature coefficient: 65.6 ppm/K
MAIN DENSITY: direct free-energy derivatives
dC': -3.845 GPa
dC11: -5.127 GPa
dC12: 2.564 GPa
Strain diag(e,-e,0), e: 0.10 %
Largest valley shift: 9.00 meV
Electrons transferred: 5.39 % of n
Shift gain: -0.9573 meV/electron
Valley cost: 0.4779 meV/electron
Free-energy change: -0.4793 meV/electron
Internal-energy change at fixed T: -0.6021 meV/electron
Full-transfer compression at T=0: 1.14 %
NEGLECTED-EFFECT SCALES at main density
Nonparabolicity (0.5 eV^-1): +6.3 % of dC'
Bare exchange (permittivity 11.7): +22.5 % of dC'
Quadratic shifts (4.0 eV gap): 2.8 % of dC', sign open
Donor atom fraction: 0.20 %
n^(1/3) times donor Bohr radius: 0.89
Intervalley time: 1.0 ps
omega*tau at 1.0 GHz: 0.0063
success
```
